# Shear Viscosity of a Gray Phonon Gas from the Chapman-Enskog Expansion, part 2

The problem is how heat flux spreads and decays in a crystal where normal scattering, which conserves phonon energy and crystal momentum, is the fastest process. Resistive scattering conserves only energy. In the gray isotropic model all phonons have $\omega=vk$ with one speed $v$, and the times $\tau_N$ (normal) and $\tau_R$ (resistive) do not depend on frequency. Quantities are in SI units unless marked.

A phonon has wavevector $\mathbf k=k\mathbf s$, with $\mathbf s$ a unit vector. At temperature $T$, $f_0$ is the Bose occupation at rest, and the occupation drifting with velocity $\mathbf u$ is

$$f_N=\frac{1}{\exp\left[(\hbar\omega-\hbar\mathbf k\cdot\mathbf u)/k_BT\right]-1}.$$

The energy density per unit solid angle, $e$, has the drifting form $e_N$ and obeys the kinetic equation:

$$e_N=\frac{1}{4\pi}\left(E+\frac3v\,\mathbf s\cdot\mathbf Q\right),$$

$$\frac{\partial e}{\partial t}+v\,\mathbf s\cdot\nabla e=-\frac{e-e_N}{\tau_N}-\frac{1}{\tau_R}\left(e-\frac{E}{4\pi}\right).$$

Here $E$ is the energy density and $\mathbf Q$ the heat flux. An expansion to first order in gradients and in $\tau_N/\tau_R$ gave the correction to $e_N$,

$$e_1=-\frac{\tau_N}{4\pi}\left(3s_is_j\frac{\partial Q_j}{\partial x_i}-\nabla\cdot\mathbf Q\right),$$

and the viscous equation, with zero bulk viscosity:

$$\frac{\partial\mathbf Q}{\partial t}+\frac{v^2}{3}\nabla E=-\frac{\mathbf Q}{\tau_R}+\nu\left[\nabla^2\mathbf Q+\frac13\nabla(\nabla\cdot\mathbf Q)\right],\qquad \nu=\frac{v^2\tau_N}{5}.$$

The "opening calculation" found the same $\nu$ for a steady shear flow $Q_x(y)=Gy$ with constant $G$, from the flux of $Q_x$ carried along $y$ by the distorted distribution. It used the directional average $\langle s_x^2s_y^2\rangle=1/15$.

The numerical example takes $v=3000$ m/s, $\tau_N=0.1$ µs, $\tau_R=20$ µs, $T=15$ K, a shear pattern of period 6 mm and a heat flux of 1 W/cm².

## Decay of heat-flow patterns and the limits of the result

The gray phonon gas has speed $v$, normal-scattering time $\tau_N$, resistive time $\tau_R$ and mean free path $\ell=v\tau_N$. Its energy density $E$ and heat flux $\mathbf Q$ obey $\partial_tE=-\nabla\cdot\mathbf Q$ and the viscous equation above, with $\nu=v^2\tau_N/5$. The unit vector $\mathbf s$ is a phonon's direction, and $e$ is the energy density per solid angle. The drift velocity $\mathbf u$ is defined by $\mathbf Q=\frac43E\mathbf u$, and the crystal momentum density is $\mathbf Q/v^2$.

The name kinematic viscosity is justified by the curl of the viscous equation. The curl of any gradient vanishes, so $\mathbf W=\nabla\times\mathbf Q$ obeys

$$\frac{\partial\mathbf W}{\partial t}=\nu\nabla^2\mathbf W-\frac{\mathbf W}{\tau_R}.$$

Vorticity of the heat flow diffuses with diffusivity $\nu$ while resistance removes it. The dynamic viscosity $\eta$ relates momentum flux to the gradient of $\mathbf u$. The momentum density is $\rho\mathbf u$ with the inertia density $\rho=4E/(3v^2)$, hence

$$\eta=\rho\nu=\frac{4E}{3v^2}\cdot\frac{v^2\tau_N}{5}=\frac{4}{15}E\tau_N .$$

A direct integration over the full drifting Bose distribution, with a small velocity gradient imposed, gives $\eta/(E\tau_N)=0.26667$, in agreement with $4/15$. Frequent normal collisions make the phonon fluid less viscous, because drift is then carried a shorter way between collisions.

The simplest flow that measures $\nu$ is a shear pattern, $Q_x=Q_0\cos(qy)\,e^{-\Gamma t}$ with uniform $E$. Its divergence is zero and its Laplacian is $-q^2Q_x$, so that

$$\Gamma=\nu q^2+\frac1{\tau_R}.$$

A compressional wave behaves differently. Let $\mathbf Q$ point along the wavevector, let both fields vary as $e^{iqy+\sigma t}$, and leave out resistance. The energy balance gives $\sigma E=-iqQ$. In the viscous equation the bracket gives $-(1+\frac13)q^2Q$, hence $\sigma Q=-\frac{iqv^2}{3}E-\frac43\nu q^2Q$. Eliminating $E$ yields

$$\sigma^2+\frac43\nu q^2\,\sigma+\frac{v^2q^2}{3}=0 .$$

For weak damping the solutions are $\sigma\approx-\frac23\nu q^2\pm iqv/\sqrt3$. This is second sound, a temperature wave of speed $v/\sqrt3$. Its damping tests the absence of bulk viscosity, which would add to it. In units of $q^2v^2\tau_N$ the damping should be $2/15=0.1333$. Diagonalizing the kinetic operator at $q\ell=0.02$ gives $0.13332$, together with a speed of $0.57737\,v$, where $1/\sqrt3=0.57735$.

The shear pattern can also be treated without assuming a small mean free path, and this shows how far the viscous law reaches. Leave out resistance and write the deviation from the uniform state as $\frac{3}{4\pi v}s_xh(\mu)\,e^{iqy-\Gamma t}$, where $\mu=s_y$. The drifting distribution has the same form with $h$ replaced by the flux amplitude $Q$, so the kinetic equation reads

$$(-\Gamma+iqv\mu)\,h=-\frac{h-Q}{\tau_N}.$$

With $K=q\ell$ and $a=1-\Gamma\tau_N$ its solution is $h=Q/(a+iK\mu)$. The flux of this distribution has to be $Q$ itself. In polar coordinates about $y$, $s_x^2=(1-\mu^2)\cos^2\phi$, and the integral of $\cos^2\phi$ over $\phi$ is $\pi$. Hence $Q=\frac34\int_{-1}^1(1-\mu^2)h\,d\mu$, and

$$1=\frac34\int_{-1}^{1}\frac{1-\mu^2}{a+iK\mu}\,d\mu .$$

For small $K$ expand the denominator. Odd powers of $\mu$ integrate to zero. The weighted mean of $\mu^2$ is $\frac34\left(\frac23-\frac25\right)=\frac15$, and that of $\mu^4$ is $\frac34\left(\frac25-\frac27\right)=\frac3{35}$. After multiplication by $a$,

$$a=1-\frac{K^2}{5a^2}+\frac{3K^4}{35a^4}-\dots$$

Put $a=1-g$ with $g=\Gamma\tau_N$. To lowest order $g=K^2/5$, which is again $\Gamma=\nu q^2$. At the next order $1/a^2\approx1+2g\approx1+2K^2/5$, and therefore

$$\Gamma\tau_N=\frac{K^2}{5}+\left(\frac{2}{25}-\frac{3}{35}\right)K^4+\dots=\frac{K^2}{5}-\frac{K^4}{175}+\dots$$

The two contributions of order $K^4$ nearly cancel. The relative correction to the viscous rate is only $-K^2/35$, so the law is more accurate than the size of $K$ suggests. Diagonalization gives the ratio of kinetic to viscous rate as $0.993$ at $K=0.5$, $0.975$ at $K=1$ and $0.921$ at $K=2$.

The mode nevertheless comes to an end. For real positive $a$ the odd part of the integrand drops out, and the substitution $\mu=at/K$ gives

$$1=\frac{3}{4K}\int_{-K/a}^{K/a}\frac{1-a^2t^2/K^2}{1+t^2}\,dt .$$

As $a$ grows, both the range of integration and the integrand shrink, so the right side falls steadily from its limit at $a\to0$, which is $3\pi/(4K)$. There is one solution if $K<3\pi/4\approx2.36$, and none if $K$ is larger. In terms of the period $\lambda=2\pi/q$, a shear mode that decays more slowly than $1/\tau_N$ with a real rate requires $\lambda>\frac83\ell$. The numerical spectrum agrees: $a=0.120$ at $K=2.2$, while at $K=2.5$ only $0.011$ is left. This remainder is an effect of the finite number of directions in the calculation; it roughly halves when that number is doubled. What ends is the isolated mode slower than $1/\tau_N$; the decay itself does not change abruptly. Somewhat above $3\pi/4$ the flux still falls nearly exponentially over the first several $\tau_N$, at the rate found by continuing the root to negative $a$: $1.12/\tau_N$ at $K=2.5$, against the viscous $1.25/\tau_N$. At late times, and sooner the larger $K$ is, the decay turns oscillatory, because phonons of different directions lose step with one another.

Resistance enters in two ways that should be kept apart. In free decay the resistive loss adds $-h/\tau_R$ to the right side of the kinetic equation. This merely shifts $\Gamma$ by $1/\tau_R$, and $\nu$ retains $\tau_N$. In a steady driven flow the result differs. Let a steady drive, with the same angular form as a drift, add to the flux amplitude at wavenumber $q$ at the rate $F$, which is a flux per unit time. A static temperature field alone cannot supply such a modulated force along $x$, so $F$ serves here as a probe of the response. With the combined time $\tau_c=\tau_N\tau_R/(\tau_N+\tau_R)$, the steady kinetic equation is

$$\left(\frac1{\tau_c}+iqv\mu\right)h=\frac{Q}{\tau_N}+F .$$

Solve for $h$ and form the flux with the same weight as before. To order $q^2$,

$$Q=\tau_c\left(1-\frac{q^2v^2\tau_c^2}{5}\right)\left(\frac Q{\tau_N}+F\right).$$

Dividing by $Q$ and by the prefactor, and using $1/\tau_c-1/\tau_N=1/\tau_R$, one finds

$$\frac FQ=\frac1{\tau_R}+\frac{v^2\tau_c}{5}\,q^2 .$$

The steady viscosity contains $\tau_c$. For $\tau_R=4\tau_N$ the prediction is $0.16\,v^2\tau_N$, and the numerical solution gives $0.15999\,v^2\tau_N$. The difference from $\nu$ is of relative order $\tau_N/\tau_R$, which lies beyond the first order of the expansion, so there is no contradiction.

For a numerical case take $v=3000$ m/s, $\tau_N=0.1$ µs, $\tau_R=20$ µs and $T=15$ K, with a shear pattern of period 6 mm. The mean free path is 0.3 mm, and

$$\nu=\frac{(3000\ \text{m/s})^2\,(10^{-7}\ \text{s})}{5}=0.18\ \text{m}^2/\text{s}=1800\ \text{cm}^2/\text{s}.$$

The wavenumber is $q=2\pi/(6\ \text{mm})=1.047\ \text{mm}^{-1}$, so $K=0.314$. The viscous decay time $1/(\nu q^2)$ is 5.07 µs. The kinetic value without resistance is 5.08 µs; the viscous rate is 0.28% above the kinetic one, as $K^2/35$ predicts. With resistance the decay time is

$$\left(\frac{1}{5.07}+\frac1{20}\right)^{-1}\text{µs}=4.04\ \text{µs}.$$

Viscosity removes this pattern about four times faster than resistance does. The two rates are equal when $q^2=1/(\nu\tau_R)$, that is, at a period of

$$2\pi\sqrt{\nu\tau_R}=2\pi\sqrt{0.18\times20\times10^{-6}}\ \text{m}\approx12\ \text{mm}.$$

Longer patterns are damped mainly by resistance. At the other end the isolated mode ceases at $\frac83\ell=0.8$ mm, where the viscous rate is already about 10% too high. For these parameters, then, decay dominated by viscosity belongs to periods between about 1 and 12 mm, both limits being gradual.

Three branches of equal speed have $E=5.7\times10^4$ J/m³ at 15 K. The inertia density is then $8.5\times10^{-3}$ kg/m³, and $\eta=1.5$ mPa s. The inertia density belongs to crystal momentum and is not a density of matter. A heat flux of 1 W/cm² corresponds to the drift speed

$$u=\frac{3Q}{4E}=\frac{3\times10^4}{4\times5.73\times10^4}\ \text{m/s}=0.13\ \text{m/s}.$$

This is $4\times10^{-5}$ of the phonon speed. The ratio of inertial to viscous momentum flux is of the order of $u/(\nu q)=0.13/188\approx7\times10^{-4}$, so the linear treatment in $u$ is amply justified.

The parameters are round values chosen to separate the two scattering times clearly; they do not describe one particular crystal. Some very pure dielectric crystals can carry second sound at roughly 10 to 20 K, but the resistive time used here is optimistic for them. It corresponds to a free path $v\tau_R$ of 60 mm, longer than most samples, and to a bulk thermal conductivity of about $9\times10^3$ W/(cm K), far above measured values. With $\tau_R=1$ µs the viscous and resistive rates would be equal at a period of 2.7 mm, and the 6 mm pattern would be damped mainly by resistance. Scattering times there change strongly with temperature and purity, and $\nu$ changes in proportion to $\tau_N$. Real crystals also break the gray assumption, and the size of the error can be estimated by repeating the opening calculation for each phonon state separately. A state contributes to the inertia density in proportion to $k^2f_0(f_0+1)$, where $f_0$ is the Bose occupation at rest. This weight arises because the drift changes the occupation by $(\hbar\mathbf k\cdot\mathbf u/k_BT)f_0(f_0+1)$, and the momentum supplies another factor $\hbar\mathbf k$. The velocity gradient distorts the occupation in proportion to $v_g\tau$, with $v_g$ the group speed, and the transport across the stream supplies a second $v_g$. The angular averages are the same as before, so

$$\nu=\frac15\langle v_g^2\,\tau\rangle_\rho ,$$

where the average is weighted with each state's share of the inertia.

For a single constant speed this weight is proportional to the heat capacity of each frequency, and $\nu$ contains the mean of $\tau$. A gray time inferred instead from the mean scattering rate would be too short. In the limit of very long patterns, the true viscosity would exceed the gray one by a factor 1.33 if $\tau\propto1/\omega$, and by a factor 3.6 if $\tau\propto1/\omega^2$. In patterns of finite period the excess is smaller, because low-frequency phonons then have free paths longer than the pattern and contribute less than the formula assigns to them; for the 6 mm pattern, with 0.1 µs taken as the inverse mean rate, the factors in the decay rate are about 1.2 and 1.7. For $\tau\propto1/\omega^2$ this is the largest uncertainty found here, and it means that for a real crystal the gray value of $\nu$ gives only the order of magnitude unless the frequency dependence is known.

Unequal speeds of the branches matter less. Suppose the longitudinal branch is 1.7 times faster than the two transverse ones, while $\tau_N$ and the transverse speed are held fixed. The energy of a branch varies as $v^{-3}$ and its inertia as $v^{-5}$, so the kinematic viscosity $\nu$ changes by the factor

$$\frac{2+1.7^{-3}}{2+1.7^{-5}}=1.06 .$$

The dynamic viscosity $\eta$ instead falls, by the factor $(2+1.7^{-3})/3=0.73$, because the fast branch holds less energy. Lattice dispersion acts on $\nu$ in the opposite direction, because short waves are slower. For $\omega=(2v/d)\sin(kd/2)$ with a spacing $d=0.25$ nm and $k\le\pi/d$, treated as isotropic and with $\tau_N$ fixed, $\nu$ at 15 K is 0.72 of the gray value, while the inertia density rises by the factor 1.42 and $\eta$ changes by only 2%. The factor depends on the assumed zone edge: if the sine peaks at the Debye wavevector $3.9/d$, with the same long-wave speed, it is 0.84. The finite $\tau_R$ lowers the viscosity of a steady flow by 0.5%. Elastic anisotropy, which would replace $\nu$ by a tensor, has not been estimated.

The relaxation-time model itself is a further limit, but its role can be stated precisely. The correction $e_1$ is a pure second-order angular harmonic. If an isotropic collision operator acting on $e$ relaxes that harmonic with a time $\tau_2$, the derivation goes through with $\tau_2$ in place of $\tau_N$. In this gray description the viscosity therefore measures how fast collisions remove a quadrupolar distortion of the phonon directions. A time obtained from some other process need not be the same.

Finally, the periodic pattern has no walls. Beside a wall the incoming phonons come from the surface and not from the drifting gas, and in a layer about one mean free path thick, here 0.3 mm, the kinetic equation must be solved with the surface's own scattering law. The viscous equation applies outside that layer, with boundary conditions that the layer supplies. The numerical output below lists the values for this example.

## Computed values

```
TESTS (dimensionless)
shear decay coefficient, kinetic: 0.20000
K^4 coefficient times 175, kinetic: -0.9987
end of shear mode, K = 3 pi/4: 2.356
1 - Gamma tau_N at K=2.2: 0.120
same at K=2.5 (grid remnant): 0.011
second-sound speed / v, kinetic: 0.57737
second-sound damping / (K^2/tau_N): 0.13332
Q/(E u), Bose quadrature: 1.33334
eta/(E tau_N), Bose quadrature: 0.26667
steady test, tau_R/tau_N: 4.0
steady viscosity/(v^2 tau_N): 0.15999
kinetic/viscous decay rate at K=0.1: 0.9997
kinetic/viscous decay rate at K=0.5: 0.9931
kinetic/viscous decay rate at K=1.0: 0.9746
kinetic/viscous decay rate at K=2.0: 0.9211
EXAMPLE INPUTS (rough round values)
phonon speed: 3000 m/s
normal time: 0.10 us
resistive time: 20.0 us
temperature: 15.0 K
period of shear pattern: 6.0 mm
heat-flux amplitude: 1.0 W/cm^2
EXAMPLE RESULTS
mean free path: 0.300 mm
kinematic viscosity: 0.1800 m^2/s = 1800 cm^2/s
wavenumber: 1.0472 1/mm
K: 0.3142
viscous decay time: 5.066 us
kinetic decay time, no resistance: 5.080 us
viscous rate excess: 0.279 %
total decay time: 4.042 us
energy density, three equal branches: 5.7333e+04 J/m^3
inertia density: 8.4938e-03 kg/m^3
dynamic viscosity: 1.529 mPa s
NEGLECTED EFFECTS
mean tau * mean rate, tau~1/omega: 1.330
mean tau * mean rate, tau~1/omega^2: 3.571
assumed longitudinal/transverse speed: 1.7
viscosity factor, unequal branches: 1.064
assumed atomic-plane spacing: 0.25 nm
viscosity factor, lattice dispersion: 0.717
steady-flow viscosity change: -0.50 %
drift speed: 0.1308 m/s
drift speed / phonon speed: 4.36e-05
```
